\section*{Copper electromigration lifetime when line height and void length shrink}

\section{Problem}

A copper interconnect line has width $w$ and height $h$. Electrons enter it through a via whose barrier lets no copper pass, and they push copper atoms away from the via. The atoms move in the interface between the copper and its cap, which has effective thickness $\delta$ and diffusivity $D$; all other paths are neglected at first. A void lies under the via. It spans the full width and height, and the line fails when its length reaches a critical value $L_c$.

By what factor does the lifetime $\tau$ change when $h$ and $L_c$ are both halved at fixed current density $j$? First estimate the factor by scaling. Then solve the transport problem with mechanical stress included, and find when the estimate holds.

Temperature $T$, the product $\delta D$ and the force on an atom are the same in both lines. That force is
\begin{equation}
F=|Z^*|e\rho j ,
\label{eq:force}
\end{equation}
where $\rho$ is the resistivity and $|Z^*|$ the size of the effective charge number, which includes the momentum given to the atoms by the electrons. The coordinate $x$ and the force point along the electron flow, with the via at $x=0$.

For numbers, take an accelerated test at $573$ K and $1.5$ MA/cm$^2$ with $h=L_c=100$ nm and $w=50$ nm. Rough values for capped copper are $\rho=4\ \mu\Omega\,$cm, $|Z^*|=1$, $\delta=0.5$ nm and $D=D_0e^{-E_a/kT}$, with $D_0=0.01$ cm$^2$/s and $E_a=0.95$ eV.

\section{Estimate by scaling}

The fatal void has volume $whL_c$. The channel that empties it has cross-section $w\delta$, which does not contain $h$. If the atoms in the channel drift at a speed $u_i$ set by $F$, $D$ and $T$, then
\begin{equation}
\tau\sim\frac{whL_c}{w\delta u_i}=\frac{hL_c}{\delta u_i}.
\label{eq:scaling}
\end{equation}
Halving both lengths leaves a quarter of the volume to be removed at an unchanged rate, so the lifetime falls fourfold. The width cancels, and may be changed as well so long as $F$ stays the same.

The estimate assumes that $u_i$ is constant in time. Copper leaving the via end must go somewhere, however, and the stress it builds up acts back on the flow. Whether this spoils the factor is decided by the full solution.

\section{Exact solution of the transport model}

\subsection{Drift in the interface}

Let an interface atom hop a distance $a$ forward at rate $\Gamma e^{Fa/2kT}$ and backward at rate $\Gamma e^{-Fa/2kT}$. Its mean velocity is
\begin{equation}
u_i=a\Gamma\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)=2a\Gamma\sinh\frac{Fa}{2kT}.
\end{equation}
Without force, the total hop rate is $2\Gamma$, so the mean square displacement is $2\Gamma a^2t$. Setting this equal to $2Dt$ gives $D=\Gamma a^2$. In the example $Fa/kT=3.1\times10^{-6}$, so $\sinh y$ may be replaced by $y$:
\begin{equation}
u_i=2a\Gamma\,\frac{Fa}{2kT}=\frac{DF}{kT}.
\label{eq:drift}
\end{equation}

\subsection{Stress and void growth}

Let $\sigma$ be the stress averaged over the cross-section, positive in tension, and $\Omega$ the atomic volume. Adding an atom under tension releases the work $\Omega\sigma$, so the chemical potential contains $-\Omega\sigma$ and its gradient gives a force $+\Omega\,\partial\sigma/\partial x$. The channel fills a fraction $\delta/h$ of the cross-section. The copper volume passing per unit time and unit area of the whole section is therefore
\begin{equation}
u=\frac{\delta D}{hkT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right)
 =v+\frac{\kappa}{B}\frac{\partial\sigma}{\partial x},
\label{eq:flux}
\end{equation}
with
\begin{equation}
v=\frac{\delta DF}{hkT},\qquad \kappa=\frac{B\Omega\delta D}{hkT}.
\label{eq:vkappa}
\end{equation}
Here $B$ is the effective modulus of the confined line: a relative excess $c$ of copper changes the stress by $-Bc$. Conservation of copper reads $\partial c/\partial t=-\partial u/\partial x$. Multiplying by $-B$ and using the uniformity of $v$,
\begin{equation}
\frac{\partial\sigma}{\partial t}=B\frac{\partial u}{\partial x}
=\kappa\frac{\partial^2\sigma}{\partial x^2}.
\label{eq:diffusion}
\end{equation}

The void surface is free, so $\sigma(0,t)=0$ if surface tension is neglected. No copper arrives through the barrier, so all copper leaving $x=0$ lengthens the void: $dL_v/dt=u(0,t)$. The boundary is kept at $x=0$ because the void is much shorter than the stressed region.

Let the line be long and start with uniform tension $\sigma_0$. The solution near the void is
\begin{equation}
\sigma=\sigma_0\,\mathrm{erf}(\eta),\qquad \eta=\frac{x}{2\sqrt{\kappa t}}.
\end{equation}
It meets the boundary and initial conditions. It also satisfies (\ref{eq:diffusion}), because $\partial\eta/\partial t=-\eta/2t$ and $(\partial\eta/\partial x)^2=1/4\kappa t$ make both sides equal to $-\sigma_0\eta e^{-\eta^2}/(\sqrt\pi\,t)$. Its slope at the void is $\sigma_0/\sqrt{\pi\kappa t}$. Inserting this in (\ref{eq:flux}) and integrating over time,
\begin{equation}
L_v=\int_0^t\left(v+\frac{\sigma_0}{B}\sqrt{\frac{\kappa}{\pi t'}}\right)dt'
=vt+\frac{2\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}}.
\label{eq:growth}
\end{equation}
For $\sigma_0=0$ the stress near the void stays zero and the void grows at constant speed. Setting $L_v=L_c$,
\begin{equation}
\tau=\frac{L_c}{v}=\frac{hL_ckT}{\delta DF},
\label{eq:tau}
\end{equation}
and hence
\begin{equation}
\frac{\tau(h,L_c)}{\tau(h/2,L_c/2)}=\frac{hL_c}{(h/2)(L_c/2)}=4 .
\label{eq:four}
\end{equation}

\section{Comparison of estimate and solution}

\subsection{The numbers}

The electric field is $\rho j=600$ V/m, so $F=6\times10^{-4}$ eV/$\mu$m. With $D=4.41\times10^{-11}$ cm$^2$/s $=4.41\times10^3$ nm$^2$/s and $kT=0.0494$ eV, equation (\ref{eq:drift}) gives $u_i\approx193$ nm/h. The channel section is $50\times0.5=25$ nm$^2$, so copper leaves at $4.82\times10^3$ nm$^3$/h in both lines. The lifetimes are
\begin{align}
\tau(h,L_c)&=\frac{50\times100\times100}{4822}\ \mathrm{h}=104\ \mathrm{h},\\
\tau(h/2,L_c/2)&=\frac{50\times50\times50}{4822}\ \mathrm{h}=26\ \mathrm{h}.
\end{align}
Halving one length alone gives $52$ h.

The scaling estimate thus agrees with the solution for a long, initially unstressed line, including the prefactor once $u_i=DF/kT$ is used. Two numerical calculations support this. In the first, a chain of 200 filled sites evolves under the biased hop rates for a time $100/\Gamma$; the expected number of atoms crossing its middle sets the time needed to empty each void. In the second, (\ref{eq:diffusion}) is solved on 400 cells for a line of $100\ \mu$m with a blocked far end. The first checks the drift speed and hence the prefactor; its ratio of four follows from the void volumes alone, because the same crossing rate serves both lines. The second gives $4.00000$. In a line this long the stress near the void stays zero, so it shows only that back stress from the far end has not yet affected the growth. For shorter lines the ratio rises, to about $4.1$ at $30\ \mu$m and $5.0$ at $20\ \mu$m.

\subsection{Why the height factor is robust and the length factor is not}

Both $v$ and $\kappa$ in (\ref{eq:vkappa}) are proportional to $1/h$, while their ratio is not affected by $h$. Height therefore sets only the clock: $L_v$ depends on time through $t/h$, provided that $B$, $F$, the line length, the initial stress and any nucleation stress are unchanged and surface tension is negligible. Hence
\begin{equation}
\tau=h\,f(L_c),\qquad
\frac{\tau(h,L_c)}{\tau(h/2,L_c/2)}=2\,\frac{f(L_c)}{f(L_c/2)} .
\label{eq:clock}
\end{equation}
Under these conditions, halving the height alone gives a factor two even when stress matters. The second factor is two if the void grows linearly in time, and stress can change that.

\emph{Initial tension.} By (\ref{eq:growth}), relaxing tension adds a square-root term. If this term dominated, $f$ would be proportional to $L_c^2$ and the ratio would be $2\times4=8$. With both terms present, $d\ln L_v/d\ln t$ lies between $1/2$ and $1$, so the ratio lies between $4$ and $8$. Take $B=10$ GPa, $\Omega=0.0118$ nm$^3$ and a rough tension of $20$ MPa. The original lifetime drops from $104$ to $81$ h, and the ratio becomes $4.43$. Tension speeds up early growth most, which favours the smaller void.

\emph{Void nucleation.} Suppose that there is no void at first, and that one opens when the tension at the blocked via end reaches $\sigma_c$. Write $G=F/\Omega$. While the end is blocked, $u=0$ there and (\ref{eq:flux}) gives $\partial\sigma/\partial x=-G$. The slope itself obeys the diffusion equation, so from an unstressed start it is $-G\,\mathrm{erfc}(\eta)$. Integrating in from the unstressed interior, with $\int_0^\infty\mathrm{erfc}(\eta)\,d\eta=1/\sqrt\pi$,
\begin{equation}
\sigma(0,t)=G\,2\sqrt{\kappa t}\int_0^\infty\mathrm{erfc}(\eta)\,d\eta
=2G\sqrt{\frac{\kappa t}{\pi}},\qquad
t_n=\frac{\pi\sigma_c^2}{4G^2\kappa}.
\label{eq:nucleation}
\end{equation}
For $\sigma_c=40$ MPa, $t_n=16$ h. Yet the computed lifetime rises only from $103.7$ to $106.5$ h. The reason follows from conservation. Far from both ends, copper moves at speed $v$ from the start, so
\begin{equation}
L_v=vt-\frac1B\int\sigma\,dx ,
\end{equation}
where the integral covers the tensile region near the via. Copper removed before nucleation is recorded as tension, and most of it is returned as void length when that tension relaxes. What remains stored causes the delay. It is a larger fraction of the shorter lifetime, and the ratio falls to $3.81$.

\subsection{A second limit: the short line}

At the far end copper piles up in compression. In the $100\ \mu$m line the far-end stress at failure is $-102$ MPa, but it has not reached the void. In a short line it does, and growth stops when $u=0$ everywhere. For $\sigma_0=0$, (\ref{eq:flux}) then gives $\sigma=-Gx$. The copper missing from the void is stored as compression, so
\begin{equation}
L_{\mathrm{sat}}=\frac1B\int_0^L Gx\,dx=\frac{GL^2}{2B}.
\label{eq:sat}
\end{equation}
A line does not fail in this model if $L_{\mathrm{sat}}<L_c$, that is, if
\begin{equation}
L<\sqrt{\frac{2BL_c}{G}} .
\end{equation}
The limit is $15.7\ \mu$m for the original line and $11.1\ \mu$m for the smaller one; it depends on $L_c$ but not on $h$. A line of $12\ \mu$m lies between them. Its void saturates at $58.7$ nm, below the original critical length but above the halved one. The original line survives indefinitely, while the smaller one fails after $48$ h. No finite ratio describes this case, and the scaling estimate fails completely. The result also requires the surroundings to hold the compression without cracking, and it holds for $\sigma_0=0$. Initial tension adds $\sigma_0L/B$ to $L_{\mathrm{sat}}$: $20$ MPa lowers the limits to $13.4$ and $8.9\ \mu$m, and with $40$ MPa the original $12\ \mu$m line fails as well.

\section{Other conditions on the factor four}

\emph{Fixed current density.} At fixed current and width, halving $h$ doubles $j$ and therefore $F$. The lifetime then falls by $4\times2=8$, with the temperature still held fixed.

\emph{Void shape.} A void of fixed depth $d\le h/2$, which fits in both lines, has critical volume $wdL_c$. The height drops out, and halving both $h$ and $L_c$ gives a factor two.

\emph{Parallel paths.} Let a share $f_p$ of the original drift speed come from a path whose contribution does not depend on $h$. Halving $h$ doubles only the rest, so the speed grows by $2(1-f_p)+f_p=2-f_p$, and the lifetime ratio is
\begin{equation}
2(2-f_p).
\end{equation}
Two sidewalls with diffusivity $rD$ and the same thickness $\delta$ contribute in proportion to $2r/w$, against $1/h$ for the top. For $r=0.05$,
\begin{equation}
f_p=\frac{2\times0.05/50}{1/100+2\times0.05/50}=0.167 ,
\end{equation}
and the ratio is $3.67$ at fixed width. If the width is halved too, the sidewall term also doubles and the ratio returns to $4$. Lattice diffusion, estimated with rough parameters, carries about $10^{-6}$ of the interface transport and can be ignored here.

\emph{Joule heating.} The heat produced per unit area of line is $j^2\rho h$. If it flows straight down through $500$ nm of dielectric with conductivity $0.3$ W/(m\,K), the original line warms by
\begin{equation}
\Delta T=\frac{j^2\rho h\times500\ \mathrm{nm}}{0.3\ \mathrm{W/(m\,K)}}=1.5\ \mathrm K .
\end{equation}
The thinner line warms by half as much. Its slightly lower temperature reduces the ratio to $3.91$. Sideways spreading of heat would make this correction smaller. The estimate covers heat produced in the copper only. Once a void spans the line, the current passes it through the thin barrier, and the extra heat produced there is left out.

\emph{Resistivity.} Diffuse electron scattering at the top and bottom faces, with a mean free path of $18.8$ nm, raises $\rho$ by about $0.3\ \mu\Omega\,$cm when the height is halved. If $|Z^*|$ is held fixed, $F$ rises with $\rho$ and the ratio becomes $4.3$ at fixed width. If the width is halved too, scattering at the sidewalls brings the rise to about $0.9\ \mu\Omega\,$cm and the ratio to about $4.9$. If instead the force per unit current density is held fixed, as for a pure electron wind with unchanged momentum transfer, the ratio stays at $4$.

\section{Relation to real lines}

The geometry, current density and test temperature are in the usual range for accelerated tests of dielectric-capped damascene copper, and a lifetime of order $100$ h is plausible there. The absolute value is no better than an order of magnitude: $\tau$ is inversely proportional to $\delta D|Z^*|$, which depends strongly on the cap and its preparation. The ratio is less sensitive because this product cancels in the ideal case. Real lines also contain grain boundaries, residual stress and voids of irregular shape. The model applies to lines whose grain boundaries do not form a continuous path along the line. At the test temperature, $\delta D$ of a copper grain boundary can exceed the interface value assumed here tenfold or more. A continuous boundary spanning the height then gives $f_p$ near one at fixed width, and the ratio falls towards $2$. For the rough values used here, the separate corrections for tension, nucleation, sidewalls, heating and resistivity move the ratio to between about $3.7$ and $4.4$ at fixed width; they have not been combined. Surface tension of the void is not included. Depending on the contact angle, it can set a stress of some tens of MPa at the void surface. If this stress scales as $1/w+1/h$, a value of $10$ MPa in the original line shifts the ratio by roughly $0.5$ in either direction at fixed width, and $30$ MPa shifts it by more than $1$. Halving the width too makes the shift larger. Void shape and short lines can also change the ratio strongly.

Extrapolation to a use temperature of $378$ K, with $F$ held fixed, gives $160$ years for the original line and $40$ years for the smaller one. These values describe a single line with the assumed activation energy. They are not a chip lifetime, which depends on the earliest failures among many lines. They also neglect initial tension, which may be larger at the lower temperature: in this model, $100$ MPa would reduce them to about $49$ and $8$ years. The numerical output lists the remaining inputs and intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
Test temperature: 573 K
Current density: 1.5 MA/cm2
Line resistivity: 4 uOhm cm
Effective charge number, magnitude: 1
Interface thickness: 0.5 nm
Interface diffusivity prefactor: 0.01 cm2/s
Interface activation energy: 0.95 eV
Atomic volume: 0.0118 nm3
Effective modulus: 10 GPa
Original height: 100 nm
Original critical void length: 100 nm
Line width: 50 nm
Thermal energy kT: 0.04938 eV
Interface diffusivity: 4.409e-11 cm2/s
Force on an atom: 0.0006 eV/um
Force times hop length over kT: 3.105e-06
Void volume rate, any height: 4822 nm3/h
Void edge speed, original: 0.9644 nm/h
Void edge speed, half height: 1.929 nm/h
Lifetime, original: 103.7 h
Lifetime, only height halved: 51.85 h
Lifetime, only void length halved: 51.85 h
Lifetime, both halved: 25.92 h
Lifetime ratio by atom counting: 4.00000
Lifetime ratio by stress equation: 4.00000
Lifetime ratio at fixed current and width: 8
Use temperature: 378 K
Lifetime at use temperature, original: 159.5 years
Lifetime at use temperature, both halved: 39.87 years
Long line length: 100 um
Far-end stress at failure, original: -102 MPa
Assumed initial tension: 20 MPa
Lifetime with tension, original: 80.8 h
Lifetime ratio with tension: 4.43
Assumed nucleation stress: 40 MPa
Nucleation time, original: 16 h
Lifetime with nucleation, original: 106.5 h
Lifetime ratio with nucleation: 3.81
Short line length: 12 um
Saturated void length in short line: 58.7 nm
Short-line lifetime, both halved: 48 h
Longest immortal line, original: 15.7 um
Longest immortal line, both halved: 11.1 um
Sidewall to top diffusivity ratio: 0.05
Sidewall share of original drift: 0.167
Lifetime ratio with sidewalls, width fixed: 3.67
Lifetime ratio with sidewalls, width halved: 4
Lattice to interface transport: 7.7e-07
Dielectric thickness below line: 500 nm
Dielectric thermal conductivity: 0.3 W/(m K)
Joule heating, original: 1.5 K
Lifetime ratio with Joule heating: 3.91
Assumed bulk resistivity at test temperature: 3.5 uOhm cm
Electron mean free path: 18.8 nm
Resistivity rise on halving height: 0.3 uOhm cm
Lifetime ratio with that rise, Z fixed: 4.3
\end{verbatim}
